# Hermitian auxiliary fields from non-Hermitian factors, and when their number doubles, part 1

(Sections cited here and not found follow in the second part.)

## I. From non-Hermitian factors to Hermitian squares

### Definitions and conventions

Let $\phi_p$, $p=1,\dots,m$, be orthonormal orbitals, complex in general, each usable with spin up or down. The interaction $v(1,2)$ is real, symmetric under exchange of the two electrons, and positive: $\int\!\!\int f^*(1)\,v(1,2)\,f(2)\ge 0$ for every $f$. The integrals are

$$(pr|qs)=\int\!\!\int \phi_p^*(1)\phi_r(1)\,v(1,2)\,\phi_q^*(2)\phi_s(2),$$

so $p,r$ belong to electron 1 and $q,s$ to electron 2. The interaction operator is

$$H_2=\tfrac12\sum_{prqs}\sum_{\sigma\sigma'}(pr|qs)\,c^\dagger_{p\sigma}c^\dagger_{q\sigma'}c_{s\sigma'}c_{r\sigma}. \tag{1}$$

A hat turns an $m\times m$ matrix into a spin-summed one-body operator,

$$\hat X=\sum_\sigma\sum_{pr}X_{pr}\,c^\dagger_{p\sigma}c_{r\sigma}.$$

The hat is linear, and $(\hat X)^\dagger$ is the hat of $X^\dagger$. For a long matrix expression I write $(X)^\wedge$. A product of hats, $\hat X\hat Y$, is a many-electron operator and differs from $(XY)^\wedge$.

Arrange the integrals as a matrix with row $(pr)$ and column $(sq)$. For any $X$, put $f=\sum_{sq}X_{sq}\phi_s\phi_q^*$. Then

$$\sum_{prsq}X_{pr}^*\,(pr|qs)\,X_{sq}=\int\!\!\int f^*(1)\,v(1,2)\,f(2)\ge0 .$$

The matrix is therefore Hermitian and positive, and it can be written as a sum of columns times their conjugates. With $L^*_{sq}=(L^\dagger)_{qs}$ this reads

$$(pr|qs)=\sum_{g=1}^{R}L^g_{pr}\,(L^{g\dagger})_{qs}. \tag{2}$$

I take the factors $L_g$ to be linearly independent; $R$ is then the rank of the matrix. Nothing forces $L_g$ to be Hermitian. Its Hermitian combinations are

$$A_g=\tfrac12(L_g+L_g^\dagger),\qquad B_g=\tfrac i2(L_g-L_g^\dagger). \tag{3}$$

The adjoint of $B_g$ is $-\tfrac i2(L_g^\dagger-L_g)=B_g$, as required. Solving (3) gives $L_g=A_g-iB_g$ and $L_g^\dagger=A_g+iB_g$.

### What one Gaussian field does

Let $x$ be a normal variable with mean zero and variance one, and let $\langle\cdot\rangle$ be its average. The odd moments vanish and $\langle x^{2n}\rangle=(2n)!/(2^n n!)$. For any operator $\hat X$ on a finite space,

$$\big\langle e^{i\sqrt\tau\,x\hat X}\big\rangle=\sum_n\frac{(-\tau)^n\hat X^{2n}}{(2n)!}\,\frac{(2n)!}{2^n n!}=e^{-\tau\hat X^2/2}. \tag{4}$$

This is the continuous Hubbard-Stratonovich identity. It turns the exponential of a two-body operator into an average of exponentials of one-body operators, each of which maps a Slater determinant to a Slater determinant. If $X$ is Hermitian, each sampled exponential is unitary.

Equation (4) needs no Hermiticity, but it produces the square $\hat X^2$. The factorization (2) supplies products $\hat L\hat L^\dagger$. A field coupled directly to a non-Hermitian $\hat L$ therefore gives a different operator.

### Simple case: one momentum transfer on a ring

Take a ring of radius 2 bohr and the interaction $1/\sqrt{d^2+a^2}$ with $a=1$ bohr, where $d$ is the chord between the electrons. At angular separation $\theta$ the chord is $4\sin(\theta/2)$ bohr, so in hartree

$$v(\theta)=\frac1{\sqrt{1+16\sin^2(\theta/2)}}=\frac1{\sqrt{9-8\cos\theta}}=\sum_Q v_Q\,e^{iQ\theta}.$$

The power series of $(9-8y)^{-1/2}$ has positive coefficients, and the powers of $y=\cos\theta$ have non-negative Fourier coefficients. Hence every $v_Q$ is positive. Numerical integration of $v_Q=\frac1\pi\int_0^\pi v(\theta)\cos Q\theta\,d\theta$ gives

$$v_0=0.436998,\qquad v_1=0.140914,\qquad v_2=0.065705\ \text{hartree}.$$

The orbitals are $e^{ik\theta}/\sqrt{2\pi}$ with $k=-1,0,1$. In the integral, the angle of electron 1 forces $p-r=Q$ and that of electron 2 forces $s-q=Q$. Comparison with (2) gives one factor for each $Q=-2,\dots,2$:

$$L_Q=\sqrt{v_Q}\sum_k|k+Q\rangle\langle k|,\qquad v_{-Q}=v_Q, \tag{5}$$

where both momenta must lie in the orbital set. Evidently $L_{-Q}=L_Q^\dagger$.

Look at $Q=1$, where $L_1=\sqrt{v_1}\,(|0\rangle\langle-1|+|1\rangle\langle0|)$. The operator $\hat L_1^2$ raises the total momentum by two units. The interaction conserves momentum, so $\hat L_1^2$ cannot stand for it, whereas $\hat L_1\hat L_1^\dagger$ conserves momentum as it should.

The size of the mismatch can be computed for one up and one down electron, a space of nine states. At $\tau=0.20\ \text{hartree}^{-1}$, the average over one field coupled to $\hat L_1$ differs from $\exp[-\tfrac\tau2(\hat A_1^2+\hat B_1^2)]$ by 0.062 in the largest singular value. The average was done by Gauss-Hermite quadrature. For scale, the largest singular value of the target is at most one.

The Hermitian combinations have a plain meaning here. Before projection on the three orbitals, $\sum_k|k+1\rangle\langle k|$ is multiplication by $e^{i\theta}$. Thus $A_1$ is the projected function $\sqrt{v_1}\cos\theta$, and $B_1$ is the projected function $-\sqrt{v_1}\sin\theta$. One complex density wave has become two real standing waves.

### One general factor

Multiply out $L=A-iB$ in both orders:

$$LL^\dagger=(A-iB)(A+iB)=A^2+B^2+i(AB-BA),$$
$$L^\dagger L=(A+iB)(A-iB)=A^2+B^2-i(AB-BA).$$

Half the sum and half the difference are

$$A^2+B^2=\tfrac12(LL^\dagger+L^\dagger L),\qquad i[A,B]=\tfrac12[L,L^\dagger]. \tag{6}$$

Only linearity and the order of products were used, so the same relations hold with hats on every letter. In particular,

$$\tfrac12\hat L\hat L^\dagger=\tfrac12(\hat A^2+\hat B^2)+\tfrac14[\hat L,\hat L^\dagger]. \tag{7}$$

The squares can be treated by (4), with one field $x$ for $\hat A$ and one field $y$ for $\hat B$. Writing them as one complex field changes nothing in the count, since

$$x\hat A+y\hat B=\tfrac12(x+iy)\hat L+\tfrac12(x-iy)\hat L^\dagger$$

still contains two independent real variables.

In three cases one field is enough.

1. If $L$ is Hermitian, then $B=0$ and one field suffices.
2. If $L$ is anti-Hermitian, then $A=0$ and $L=-iB$. One field coupled to $\hat B$ suffices. Coupling it to $\hat L$ would give $\hat L^2=-\hat B^2$ and hence the wrong sign in the exponent.
3. If $L=e^{i\vartheta}H$ with $H$ Hermitian, then $A=\cos\vartheta\,H$ and $B=-\sin\vartheta\,H$. Both can be nonzero, yet $\hat A^2+\hat B^2=\hat H^2$, and one field coupled to $\hat H$ suffices.

The third case contains the first two. It is also the general condition for $A$ and $B$ to be real multiples of one matrix $H$: if $A=\alpha H$ and $B=\beta H$, then $L=(\alpha-i\beta)H$, and the modulus of the prefactor can be absorbed in $H$.

A convenient criterion uses the inner product $\operatorname{Tr}X^\dagger Y$. The Cauchy-Schwarz inequality for $L^\dagger$ and $L$ reads

$$|\operatorname{Tr}L^2|\le\operatorname{Tr}LL^\dagger, \tag{8}$$

because $L$ and $L^\dagger$ have the same norm. Equality holds when $L^\dagger=cL$. Equal norms give $|c|=1$, so write $c=e^{-2i\vartheta}$. Then $H=e^{-i\vartheta}L$ has the adjoint $e^{i\vartheta}L^\dagger=e^{-i\vartheta}L=H$, which is the third case. Strict inequality in (8) means two fields for that factor. For $L_1$ on the ring, $\operatorname{Tr}L_1^2=0$ while $\operatorname{Tr}L_1L_1^\dagger=2v_1$, so it needs two.

### The whole interaction, with its one-body term

The operator string in (1) must be turned into a product of hats. Moving $c_{r\sigma}$ to the left past $c_{s\sigma'}$ gives a minus sign. Moving it past $c^\dagger_{q\sigma'}$ gives another, together with a contraction:

$$c^\dagger_{p\sigma}c^\dagger_{q\sigma'}c_{s\sigma'}c_{r\sigma}=c^\dagger_{p\sigma}c_{r\sigma}\,c^\dagger_{q\sigma'}c_{s\sigma'}-\delta_{rq}\delta_{\sigma\sigma'}\,c^\dagger_{p\sigma}c_{s\sigma'}. \tag{9}$$

Insert (2). The first term gives $\hat L_g\hat L_g^\dagger$. In the second, $\sum_r L^g_{pr}(L^{g\dagger})_{rs}=(L_gL_g^\dagger)_{ps}$. Therefore

$$H_2=\tfrac12\sum_g\hat L_g\hat L_g^\dagger-\tfrac12\Big(\sum_gL_gL_g^\dagger\Big)^{\!\wedge}. \tag{10}$$

Equation (7) now leaves commutators of hats. Exchanging the pairs $(p,r,\sigma)$ and $(q,s,\sigma')$ in the string of (9) costs two minus signs and leaves it unchanged. Subtracting the exchanged form of (9) from (9) leaves only the contractions, and so $[\hat X,\hat Y]=([X,Y])^\wedge$. The commutator in (7) is thus a one-body operator. The one-body matrices combine, by (6), to

$$\tfrac14(L_gL_g^\dagger-L_g^\dagger L_g)-\tfrac12L_gL_g^\dagger=-\tfrac14(L_gL_g^\dagger+L_g^\dagger L_g)=-\tfrac12(A_g^2+B_g^2).$$

The result is

$$\boxed{\,H_2=\tfrac12\sum_g(\hat A_g^2+\hat B_g^2)-\tfrac12\Big(\sum_g(A_g^2+B_g^2)\Big)^{\!\wedge}\,} \tag{11}$$

The first sum goes to the auxiliary fields. The second joins the one-body Hamiltonian.

### Limits of the result

**One electron.** On one-electron states $\hat X\hat Y$ acts as the matrix product $XY$. The two terms of (11) cancel, and an electron does not interact with itself.

**Two electrons at rest on the ring.** Put an up and a down electron in $k=0$. Both densities are uniform, so the interaction energy must be $v_0$. For the ring, the sum of squares equals $\tfrac12\sum_Q\hat L_Q\hat L_Q^\dagger$, because the commutators of $Q$ and $-Q$ cancel. Its expectation value is half the sum of the squared norms of $\hat L_Q^\dagger$ acting on the state:

- $Q=0$: the operator is $\sqrt{v_0}$ times the electron number, which gives $4v_0$.
- $Q=\pm1$: either electron is moved, giving two orthogonal states and $2v_1$ for each sign.
- $Q=\pm2$: the final momentum is outside the orbital set, which gives zero.

The squares contribute $\tfrac12(4v_0+4v_1)=2v_0+2v_1=1.1558$ hartree. In the one-body term, the diagonal element of $\sum_QL_QL_Q^\dagger$ at $k=0$ is $v_0+2v_1$. Two electrons and the factor $-\tfrac12$ give $-(v_0+2v_1)=-0.7188$ hartree. The sum is

$$1.1558-0.7188=0.4370\ \text{hartree}=11.89\ \text{eV},$$

which is $v_0$. The contributions of $Q=\pm1$ cancel between the two parts, and what remains is $2v_0-v_0$. Neither part alone is the interaction energy.

**Complete factorization.** Symmetry of $v$ gives $(pr|qs)=(qs|pr)$, hence

$$\sum_gL^g_{pr}(L^{g\dagger})_{qs}=\sum_g(L^{g\dagger})_{pr}L^g_{qs}. \tag{12}$$

Set $q=r$ and sum over $r$. The left side becomes $\sum_gL_gL_g^\dagger$ and the right side $\sum_gL_g^\dagger L_g$. For a complete set, therefore, $\sum_g[L_g,L_g^\dagger]=0$, although single commutators need not vanish. Then $\sum_gL_gL_g^\dagger$ and $\sum_g(A_g^2+B_g^2)$ agree, and either may be used in the one-body term.

**Incomplete set.** Remove $L_{-2}$ from the ring but keep $L_2=\sqrt{v_2}\,|1\rangle\langle-1|$. The commutators for $Q=\pm1$ still cancel, but now

$$\tfrac14\sum_g[L_g,L_g^\dagger]=\tfrac{v_2}4\big(|1\rangle\langle1|-|-1\rangle\langle-1|\big),\qquad \tfrac{v_2}4=0.0164\ \text{hartree}.$$

Derivation (11) never used completeness, so it remains an identity for the interaction defined by the four retained factors. Combining its squares with $-\tfrac12\sum_gL_gL_g^\dagger$ instead would omit this commutator. It would lower the orbital $k=1$ and raise $k=-1$ by 0.0164 hartree each, a false preference for one direction of circulation.

## II. Counting the fields

### Symbols and results carried over

The integrals are factored as $(pr|qs)=\sum_gL^g_{pr}(L^{g\dagger})_{qs}$ with $R$ linearly independent $m\times m$ matrices $L_g$. The matrices $A_g=(L_g+L_g^\dagger)/2$ and $B_g=i(L_g-L_g^\dagger)/2$ are Hermitian, and $L_g=A_g-iB_g$. A hat makes a spin-summed one-body operator from a matrix. The interaction is $H_2=\tfrac12\sum_g(\hat A_g^2+\hat B_g^2)$ minus half the hat of $\sum_g(A_g^2+B_g^2)$. A normal field $x$ coupled to $\hat X$ gives $\langle e^{i\sqrt\tau x\hat X}\rangle=e^{-\tau\hat X^2/2}$. A factor treated alone needs one real field if it is a phase times a Hermitian matrix, and two otherwise.

The ring example has orbitals $k=-1,0,1$ and factors $L_Q=\sqrt{v_Q}\sum_k|k+Q\rangle\langle k|$ for $Q=-2,\dots,2$, with $L_{-Q}=L_Q^\dagger$.

### The count factor by factor

Let $N_1$ factors be of the special form and $N_2=R-N_1$ not. Treating each factor separately takes

$$F=N_1+2N_2=2R-N_1 \tag{13}$$

fields. The count doubles, $F=2R$, exactly when no factor is a phase times a Hermitian matrix.

On the ring, $L_0$ is Hermitian. The other four factors have $\operatorname{Tr}L_Q^2=0$ and so need two fields each. Hence $F=1+2\times4=9$ for $R=5$.

Nine is more than the ring requires. From $L_{-Q}=L_Q^\dagger$ follow $A_{-Q}=A_Q$ and $B_{-Q}=-B_Q$. The two members of a pair contribute the same squares:

$$\hat A_Q^2+\hat B_Q^2+\hat A_{-Q}^2+\hat B_{-Q}^2=(\sqrt2\,\hat A_Q)^2+(\sqrt2\,\hat B_Q)^2. \tag{14}$$

Five fields, coupled to $L_0$, $\sqrt2A_1$, $\sqrt2B_1$, $\sqrt2A_2$ and $\sqrt2B_2$, represent the same interaction. The four extra fields of the first count arise because, for each of $|Q|=1$ and $|Q|=2$, the cosine wave and the sine wave were both entered twice.

The interaction is now an exact sum of squares of Hermitian one-body operators plus a one-body term, and treating its factors one by one takes $2R-N_1$ fields, which is nine on the ring, where five suffice. It remains to find the smallest number of squares in general, what compression does to the random walk, and where the non-Hermitian factors come from.
